Vacancy supersaturation for void nucleation in the bulk and at interfaces

**Question.** Unequal diffusion rates in a metallic diffusion couple inject vacancies on one side of the junction. How large must the vacancy supersaturation be before voids nucleate homogeneously, how does it scale with surface energy and atomic volume, and how much does an interface help? Is a low-energy interface a good place for a void to start, and can a diffusion couple supply what is needed?

**Answer.**

**The driving force and the bulk barrier**

Let x be the fraction of lattice sites that are vacant and x_eq its equilibrium value in the stress-free crystal. For dilute, non-interacting vacancies the chemical potential is g_f + kT ln x, where g_f is the formation free energy. It vanishes at equilibrium, so g_f = −kT ln x_eq. With S = x/x_eq, each vacancy that joins a void therefore releases

Δμ = kT ln S.

A void of n vacancies has volume nΩ, where Ω is the atomic volume. I take an isotropic surface energy γ, independent of curvature, and leave out gas, stress and segregation. A spherical void of radius r then costs the work

G = −(4πr³/3Ω) Δμ + 4πr²γ.

Setting dG/dr = −4πr²Δμ/Ω + 8πrγ to zero gives the critical radius

r* = 2γΩ/(kT ln S).

Since Δμ/Ω = 2γ/r*, the volume term at r* is −8πr*²γ/3, and

G* = 4πr*²γ(1 − 2/3) = 4πr*²γ/3 = 16πγ³Ω²/[3(kT ln S)²].

It is convenient to write

G*/kT = B/(ln S)², B = 16πγ³Ω²/[3(kT)³].

The critical size is n* = 4πr*³/(3Ω). Replacing Ω by r*Δμ/(2γ) gives n* = 8πr*²γ/(3Δμ) = 2G*/Δμ.

**What an interface changes**

Let the void sit on a flat, rigid second phase and bulge into the metal. It creates metal surface of area A_cap. Over its base it replaces the metal/second-phase interface, of energy γ_i, by free second-phase surface, of energy γ_s. The surface work is

E = γA_cap + τA_base, τ = γ_s − γ_i.

In equilibrium the vacancy chemical potential is uniform along the metal surface, so its curvature is uniform and the void is a spherical cap. For base radius a and height h,

A_cap = π(a² + h²), A_base = πa², V = πh(3a² + h²)/6.

Minimise E at fixed V with a multiplier λ. The derivatives with respect to a and h give

2πa(γ + τ) = λπah, 2πγh = λπ(a² + h²)/2.

The sphere radius obeys a² + h² = 2rh, so the second equation gives λ = 2γ/r. The first gives λ = 2(γ + τ)/h. Hence

h = r(γ + τ)/γ.

The numerator is the work of adhesion, the work per area needed to separate the metal from the second phase:

W = γ + γ_s − γ_i.

With w = W/γ, the height is h = wr. Since h = r(1 − cosθ), where θ is the contact angle measured through the void, cosθ = 1 − w.

Now write c = cosθ, so that τ = −γc. The cap area is 2πr²(1 − c) and the base area πr²(1 − c²). Therefore

E = πr²γ(1 − c)[2 − c(1 + c)] = πr²γ(1 − c)²(2 + c),

because 2 − c − c² = (1 − c)(2 + c). The volume is V = πr³(1 − c)²(2 + c)/3. Both are the full-sphere values multiplied by the same factor,

f = (1 − c)²(2 + c)/4 = w²(3 − w)/4.

So r* is unchanged at given S, while G* and n* are multiplied by f.

This settles which interface helps. The derivative df/dw = 3w(2 − w)/4 is positive for 0 < w < 2, so the barrier falls as adhesion falls. At fixed γ and γ_s, lowering the interfacial energy raises W and makes the interface a worse site. A favourable interface has a low work of adhesion, not a low interfacial energy. At w = 0 the metal does not adhere and the barrier vanishes; at w = 2 the void is a complete sphere and the interface gives no reduction.

A grain boundary of energy γ_gb leads to the same view. The void is a symmetric lens of two caps, each credited with half the boundary energy it removes, so τ = −γ_gb/2 per cap and

w = 1 − γ_gb/(2γ), f = w²(3 − w)/2.

As γ_gb goes to zero, w and f go to 1. A low-energy boundary hardly lowers the barrier.

**From a barrier to a required supersaturation**

A barrier alone does not define a threshold; an observable rate J must be chosen. Let c_n be the density of clusters of n vacancies, β_n the rate at which such a cluster gains a vacancy, and α_n the rate at which it loses one. In steady state the same net flux passes every size:

J = β_n c_n − α_(n+1) c_(n+1).

The reference distribution without flux is N_n = N exp(−G_n/kT), N being the density of possible positions. In the bulk N = 1/Ω, since a void can be centred on any lattice site. The low vacancy content is already in the term −nΔμ and must not be counted again. Zero flux in the reference state requires α_(n+1)N_(n+1) = β_n N_n, so

J/(β_n N_n) = c_n/N_n − c_(n+1)/N_(n+1).

Summed over n, the right side telescopes to 1: small clusters keep their reference population, and large ones have c_n/N_n → 0. Thus

J = 1/Σ[1/(β_n N_n)].

The sum is dominated by sizes near n*. There G ≈ G* − |G″|(n − n*)²/2, and the Gaussian sum gives

J = NZβ exp(−G*/kT), Z = [|G″|/(2πkT)]^(1/2).

To find G″, write G = −nΔμ + κn^(2/3). The maximum condition is (2/3)κn*^(−1/3) = Δμ, so |G″| = (2/9)κn*^(−4/3) = Δμ/(3n*) = 2G*/(3n*²), and

Z = [G*/(3πkT)]^(1/2)/n*.

For β, count the vacancies within one hop length ℓ = Ω^(1/3) of the void's metal surface, of area A*: there are A*ℓx/Ω. Each hops in at a rate of about D_v/ℓ², with D_v the vacancy diffusivity. Since D_v x = S D_v x_eq,

β = A*SD/(Ωℓ), D = D_v x_eq.

The area A* is 4πr*² for a sphere, 2πr*²w for a cap and 4πr*²w for a lens. Taking the logarithm of the rate gives the criterion

ln S = (fB/L)^(1/2), L = ln(NZβ/J).

Because L contains S, the equation is solved self-consistently.

**Size in the bulk**

Take round values for a metal: γ = 1.5 J/m², Ω = 0.012 nm³, T = 1000 K, a vacancy formation energy of 1.2 eV without formation entropy, and D = 10⁻¹⁶ m²/s. Then kT = 0.0862 eV = 1.381 × 10⁻²⁰ J and x_eq = 8.96 × 10⁻⁷. Let the threshold be 10¹⁷ voids per m³ formed in 10⁴ s, so J = 10¹³ m⁻³ s⁻¹. The barrier constant is

B = 16.76 × 1.5³ × (1.2 × 10⁻²⁹)²/(1.381 × 10⁻²⁰)³ ≈ 3094.

The self-consistent solution has L = 53.39, so

ln S = (3094/53.39)^(1/2) = 7.61, S ≈ 2000.

The value of L can be traced. With r* = 0.343 nm and n* = 14.0, the attachment rate is β ≈ 1.1 × 10⁸ s⁻¹ and Z ≈ 0.17. With N = 8.33 × 10²⁸ m⁻³, the ratio NZβ/J is about 1.5 × 10²³, whose logarithm is 53.4. The barrier is 53.39 kT, or 4.60 eV.

The vacancy fraction must reach 2024 × 8.96 × 10⁻⁷ = 1.8 × 10⁻³, nearly two vacant sites in a thousand.

**How it scales, and how far to trust it**

At fixed L, ln S varies as γ^(3/2)Ω T^(−3/2). The feedback through L weakens the dependence on γ. From the formulas above, r*² ∝ γ²/(ln S)² and Z ∝ (ln S)²γ^(−3/2), so Zβ ∝ γ^(1/2)S. Differentiating (ln S)²L = B at fixed T, Ω, D and J gives

(2 + ln S/L) d ln(ln S) = (3 − 1/(2L)) d ln γ.

The exponent is 2.991/2.143 = 1.396, in agreement with the value found by re-solving the criterion at γ ± 10%. A modest exponent for ln S is a steep dependence for S: lowering γ by 10% gives S ≈ 710, and raising it by 10% gives S ≈ 6000. Raising the threshold rate a thousandfold moves S only from about 2000 to 3300. The surface energy, not the kinetic prefactor, controls the uncertainty.

The Gaussian evaluation of the flux is not the weak point. Summing the discrete cluster chain, with the same capillary energies, gives S = 2024 as well. The weak point is the use of a macroscopic γ for a void of 14 vacancies, which that comparison cannot judge. For a single vacancy the capillary formula gives a surface energy of 2.37 eV, against the formation energy of 1.2 eV used here, so it probably overestimates the cost of the smallest voids. An error of 20% in the effective γ changes S by a factor of eight or nine. The bulk result should therefore be read as S between some hundreds and a few thousand, more likely below 2000 than above. It also treats the void as the only vacancy cluster. In fcc metals such as copper, vacancies can instead collapse into faulted dislocation loops or stacking-fault tetrahedra, which may nucleate at a comparable or lower S and absorb the excess before the void threshold is reached.

**Size at interfaces**

Let flat interfaces lie h_s = 10 µm apart. With one site per area Ω^(2/3), N = Ω^(−2/3)/h_s = 1.91 × 10²⁴ m⁻³. The same J now means one void per µm² of interface in 10⁴ s. Keep γ, T, D and the second-phase surface energy γ_s = 1.0 J/m² fixed, and vary the interfacial energy.

*Weakly bonded interface, γ_i = 2.0 J/m².* Here W = 1.5 + 1.0 − 2.0 = 0.5 J/m², w = 1/3, θ = 48.2° and f = (1/9)(8/3)/4 = 0.0741. With L = 37.09,

ln S = (0.0741 × 3094/37.09)^(1/2) = 2.49, S ≈ 12.

This is about 170 times below the bulk requirement. The geometry alone, at the bulk value of L, would give ln S = 7.61 × 0.272 = 2.07 and S ≈ 8; the smaller L, chiefly due to the scarcer sites, raises this to 12. The nucleus has r* = 1.05 nm and about 30 vacancies, but its height wr* is only 0.35 nm, between one and two atomic layers. That is too thin for continuum surface energies to be trusted, so S ≈ 12 shows the trend with adhesion and is not a reliable threshold.

*Low-energy interface, γ_i = 0.5 J/m².* Now W = 2.0 J/m², w = 4/3, θ = 109.5° and f = 0.741. With L = 42.20, ln S = 7.37 and S ≈ 1600. The low-energy interface needs almost the bulk supersaturation, and over a hundred times that of the high-energy, weakly bonded one.

*Grain boundary, γ_gb = 0.5 J/m².* Here w = 0.833, f = 0.752 and S ≈ 1600 again.

For weak adhesion, w ≪ 1, the factor becomes f ≈ 3w²/4 and

ln S ≈ w[3B/(4L)]^(1/2).

At fixed L the required ln S is then proportional to the work of adhesion. The height wr* of the critical cap no longer depends on w: weaker adhesion makes the nucleus wider, not taller.

**What a diffusion couple can supply**

Let X be the atomic fraction of the faster species A, and D_A and D_B the intrinsic diffusivities. The atomic fluxes relative to the lattice are −(D_A/Ω)∂X/∂z and +(D_B/Ω)∂X/∂z. The vacancy flux balances their sum:

j_v = (ΔD/Ω)∂X/∂z, ΔD = D_A − D_B.

Vacancies accumulate per site at the rate g = −Ω∂j_v/∂z = −ΔD ∂²X/∂z², with ΔD taken constant. If the interdiffusion coefficient is also constant, X = ½ erfc(u) with u = z/w_d, and

∂²X/∂z² = 2u exp(−u²)/(√π w_d²).

On the A-rich side, u < 0, vacancies are in excess. The magnitude is greatest where d[u exp(−u²)]/du = 0, at u² = 1/2, so

g_max = [2/(πe)]^(1/2) ΔD/w_d² = 0.484 ΔD/w_d².

Dislocations of density ρ absorb the excess. Give each a cylinder of radius R with πR²ρ = 1, hold x = x_eq at the capture radius r_c, and let no flux cross r = R. Integrating the steady diffusion equation once gives

r dx/dr = g(R² − r²)/(2D_v),

and a second integration gives, for r_c ≪ R,

x − x_eq = [g/(2D_v)][R² ln(r/r_c) − r²/2].

Over the cylinder, ln(r/r_c) averages to ln(R/r_c) − 1/2 and r² to R²/2. The mean excess is thus gR²[ln(R/r_c) − 3/4]/(2D_v). Defining the sink strength by g = k²D_v × (mean excess),

k² = 2πρ/[ln(R/r_c) − 3/4].

When the profile is much wider than 1/k, generation and absorption balance locally. The mean excess is x_eq(S − 1) and D_v x_eq = D, so

S − 1 ≈ 0.484 (ΔD/D)/(kw_d)².

For ρ = 10¹² m⁻², r_c = 0.5 nm, w_d = 10 µm and ΔD = D, k² = 1.00 × 10¹² m⁻² and kw_d = 10. This is a late stage: with an interdiffusion coefficient equal to D, the width w_d = 2(Dt)^(1/2) reaches 10 µm after 2.5 × 10⁵ s, whereas after 10⁴ s it is 2 µm and the peak of S − 1 is about 0.07. Hence S − 1 ≈ 0.0048. Solving the sink equation with diffusion along z gives 0.00465, about 4% lower. This is the expected leading correction: the source shape u exp(−u²) has second derivative (4u² − 6) times itself, which is −4 at the peak, so the relative change is −4/(kw_d)².

A thinner zone does better, but within limits. At the peak of S the diffusion term can only remove vacancies, so in this sink model the local expression bounds S − 1 from above. For w_d = 1 µm the bound is 0.48, still far short of S = 12. For still thinner zones another bound takes over. The sink equation with diffusion, (S − 1)″ − k²(S − 1) = (ΔD/D)X″, is solved by S − 1 = (ΔD/D)(X − Y), where Y″ = k²(Y − X), so that Y is the average of X with weight (k/2)exp(−k|z − z′|). On the A-rich side X ≤ 1 and Y ≥ 1/2, so for constant ΔD and D the excess S − 1 cannot exceed ΔD/(2D) at any width. At a width of 1 µm or less, however, the zone is no wider than the dislocation spacing, and the averaged sink is itself a rough description.

**What would have to be true for voids to nucleate**

For constant ΔD = D, the excess S − 1 is half a per cent in a zone with w_d = 10 µm and stays below one half in the thinner zones that precede it. The need is S ≈ 2000 in the bulk and S ≈ 12 at the weakly bonded interface. Within the model neither nucleates voids. An interface that itself absorbs vacancies, which is left out here, would lower the supply next to it further. One may instead ask what adhesion would allow nucleation at S − 1 = 0.0048. The criterion gives

W ≈ 0.9 mJ/m², θ ≈ 2°,

over 500 times less adhesion than at the weak interface above. The critical radius is now r* = 541 nm, but the cap is only h = wr* = 0.32 nm high on a base of radius 18.5 nm. Like the nucleus at the weak interface, a cavity one or two atomic layers high is outside the reach of continuum surface energies. The number says that the metal must be practically unbonded there.

An existing cavity avoids the barrier. At S − 1 = 0.0048 a free spherical void grows if its radius exceeds r* = 541 nm. A flat patch of radius a to which the metal cannot bond, surrounded by the weak interface, needs somewhat less. (If the metal could bond to the patch, the edge of a flat void would retract and the gap would close.) As vacancies arrive, the void bulges with its edge held at the rim of the patch, and its radius of curvature falls until the angle reaches θ = 48.2° and the edge spreads. The smallest radius on the way is a/sinθ. Growth is uninterrupted if this exceeds r*, that is, if a > 541 × 0.745 ≈ 400 nm.

**Beside real metals**

The chosen γ, Ω and formation energy are roughly those of a metal such as copper; D and the interface energies are illustrative and vary widely between systems. Kirkendall voids do form in real couples, so at least one assumption must fail where they appear. The estimate cannot say which, but it can put sizes to some of the candidates. Segregation that halves γ would reduce the bulk requirement to ln S ≈ 2.8, or S ≈ 17, which is still too much. Under a hydrostatic tension σ, moving a vacancy from a dislocation into a void enlarges the crystal by Ω, so the stress does work σΩ. If the dislocations keep the vacancies near equilibrium with themselves, the vacancy fraction rises accordingly and Δμ gains σΩ. For 100 MPa this is 0.087 kT, some 18 times the chemical driving force at S − 1 = 0.0048, yet far below the 2.49 kT needed at the weak interface. Gas at pressure p inside a cavity adds pΩ directly, by pushing on the cavity wall. Scarcer dislocations or a larger ΔD/D raise S − 1 in proportion to ΔD/(Dk²), as long as kw_d ≫ 1 and S − 1 ≪ 1. For the error-function profile the ratio ΔD/D offers little room: in an ideal solution, and apart from correlation effects, D = XD_A + (1 − X)D_B, so ΔD/D stays below 1/X, which is about 1.2 where that profile has its peak supersaturation. The profile itself can change, however. In the same solution the interdiffusion coefficient is (1 − X)D_A + XD_B, which falls towards D_B on the A-rich side. An error-function profile with ΔD = D is therefore not self-consistent in this solution: ΔD = D at the peak needs D_A ≈ 7 D_B, and for the same distance between X = 0.1 and X = 0.9 the consistent profile gives S − 1 ≈ 0.01. If D_B ≪ D_A, the profile bends sharply there and generates more vacancies locally. For D_A = 100 D_B and a zone about 10 µm wide, S − 1 reaches a few hundredths, the exact value depending on how the width of the lopsided profile is defined. In thinner zones it rises to about 0.2. That is still far too little. These estimates hold for an ideal solution; in a compound layer a large thermodynamic factor raises the intrinsic diffusivities relative to D, and the bounds on ΔD/D no longer apply. Pores left by joining, or patches to which the metal cannot bond, remove the need for nucleation altogether if they exceed the critical radii found above, which at S − 1 = 0.0048 means roughly a micrometre across. Earlier in the anneal the requirement is much smaller: r* is about 40 nm at w_d = 2 µm and 20 nm at w_d = 1 µm. In the same model an isolated pore of radius 50 nm, present from the start 1 to 2 µm from the junction on the A-rich side, grows to a radius of 0.7 to 0.8 µm by the time w_d reaches 10 µm.

Computed results

```
surface energy = 1.50 J/m^2
atomic volume = 0.0120 nm^3
temperature = 1000 K, kT = 0.08617 eV
vacancy formation energy = 1.20 eV
equilibrium vacancy fraction = 8.959e-07
D = 1.0e-16 m^2/s, hop length = 0.2289 nm
threshold rate J = 1.00e+13 1/(m^3 s)
site density bulk = 8.333e+28 1/m^3
site density interface = 1.908e+24 1/m^3
barrier constant B = 3094.1
second-phase surface energy = 1.00 J/m^2
interfacial energies weak, low = 2.00, 0.50 J/m^2
grain-boundary energy = 0.50 J/m^2
[bulk] f = 1.0000, L = 53.39
  ln S = 7.613, S = 2024, chain S = 2024
  r* = 0.343 nm, n* = 14.0 vacancies
  barrier = 4.601 eV
  vacancy fraction needed = 1.813e-03
[weak interface] f = 0.0741, L = 37.09
  void angle = 48.2 deg, w = 0.3333
  work of adhesion = 0.50 J/m^2
  ln S = 2.486, S = 12.01, chain S = 12.01
  r* = 1.049 nm, n* = 29.8 vacancies
  barrier = 3.196 eV
  vacancy fraction needed = 1.076e-05
[low-energy interface] f = 0.7407, L = 42.20
  void angle = 109.5 deg, w = 1.3333
  work of adhesion = 2.00 J/m^2
  ln S = 7.369, S = 1586, chain S = 1587
  r* = 0.354 nm, n* = 11.5 vacancies
  barrier = 3.637 eV
  vacancy fraction needed = 1.421e-03
[grain boundary] f = 0.7523, L = 42.46
  void angle = 80.4 deg, w = 0.8333
  ln S = 7.405, S = 1643, chain S = 1644
  r* = 0.352 nm, n* = 11.5 vacancies
  barrier = 3.659 eV
  vacancy fraction needed = 1.472e-03
S bulk / S weak interface = 168.5
bulk S, gamma 10% lower = 711.8
bulk S, gamma 10% higher = 5953
d ln(ln S)/d ln(gamma) = 1.396
bulk S, threshold rate x 1000 = 3345
dislocation density = 1.0e+12 1/m^2, capture radius = 0.5 nm
profile width = 10 um, diffusivity ratio = 1.0
sink strength = 1.001e+12 1/m^2, k*width = 10.00
available S-1: local = 0.00484, full = 0.00465
r* at available S = 541 nm
adhesion needed there = 0.883 mJ/m^2
void angle there = 1.97 deg
critical cap height = 0.318 nm
critical cap base radius = 18.5 nm
```
